Sensitivity of effective permittivity to one phase: the mean-square field theorem

**1. What goes wrong without the theorem**

A porous low-k film is 25 % empty pores in a solid of relative permittivity 2.8. Suppose the pore permittivity rises slightly above 1. Weighting the change by volume predicts that the film permittivity rises by 0.25 per unit of pore permittivity. In the sphere model of Section 5 the true figure is 0.355, so the volume rule is about 30 % too low, relative to the true value. It fails because the field is stronger in the pores than on average.

Weighting by the local field raises a second difficulty: changing one permittivity changes the field everywhere, and it seems that this change must be computed too. The theorem shows that at first order it need not be. One solution of the field problem gives the sensitivity to every phase.

**2. Assumptions and statement**

Phase i occupies a fixed region with volume fraction φ_i. It is linear, local and isotropic, with uniform relative permittivity ε_i and Re ε_i > 0. There is no free charge inside, and the field is quasi-static. Displacement is measured in units where the vacuum permittivity is 1, so D = εE. Angle brackets ⟨…⟩ denote the average over the whole composite, and ⟨…⟩_i the average over phase i. The indicator χ_i is 1 in phase i and 0 elsewhere, so ⟨χ_i f⟩ = φ_i⟨f⟩_i.

The composite is a periodic cell with a real mean field E0:

E = E0 − ∇u,  u periodic,  div(εE) = 0.

The effective permittivity along E0 is defined by

ε_eff E0² = E0·⟨εE⟩.

**Theorem.** With the geometry and all other permittivities held fixed,

S_i ≡ ∂ε_eff/∂ε_i = φ_i ⟨E·E⟩_i / E0².

For real permittivities E·E is the squared field strength. For complex ones it is taken without conjugation, and is not |E|².

**3. Lemmas and proof**

**Lemma 1 (orthogonality).** If D is periodic and divergence-free, and v is periodic, then ⟨D·∇v⟩ = 0.

Proof. Inside each phase D·∇v = div(vD), because div D = 0. Integration turns this into the flux of vD through the phase boundaries. At an interface v and the normal part of D are continuous while the outward normals of the two sides are opposite, so the contributions cancel. Opposite cell faces cancel by periodicity. ∎

The same holds between two plates with insulating sides: v vanishes on the plates, where the potential is prescribed, and the normal part of D vanishes on the sides. E0 is then the voltage divided by the spacing.

**Lemma 2 (exact difference).** Let ε and ε′ be two permittivity distributions in the same geometry, with fields E and E′ for the same E0. Then

(ε′_eff − ε_eff) E0² = ⟨(ε′ − ε) E′·E⟩.

Proof. Write E = E0 − ∇u and apply Lemma 1 to the displacement ε′E′:

⟨ε′E′·E⟩ = ⟨ε′E′⟩·E0 − ⟨ε′E′·∇u⟩ = ε′_eff E0².

Exchanging the roles of the two fields gives ⟨εE·E′⟩ = ε_eff E0². Subtract. ∎

**Lemma 3 (the field changes continuously).** Let F = E′ − E, and let m > 0 be the smallest value of Re ε′. Then

m ⟨|F|²⟩^½ ≤ max|ε′ − ε| ⟨|E|²⟩^½.

Proof. Both fields have the same mean part, so F is the gradient of a periodic function, and so is F*. Lemma 1 gives ⟨ε′E′·F*⟩ = 0 and ⟨εE·F*⟩ = 0. Subtracting, with E′ = E + F,

⟨ε′|F|²⟩ = −⟨(ε′ − ε) E·F*⟩.

The modulus of the left side is at least m⟨|F|²⟩. By the Cauchy–Schwarz inequality that of the right side is at most max|ε′ − ε| ⟨|E|²⟩^½ ⟨|F|²⟩^½. Divide by ⟨|F|²⟩^½; if F = 0 there is nothing to show. ∎

**Proof of the theorem.** Change phase i alone: ε′ = ε + δχ_i. Lemma 2 becomes

[ε_eff(δ) − ε_eff(0)] E0² / δ = ⟨χ_i E·E⟩ + ⟨χ_i F·E⟩.

By Lemma 3, F is of order δ, so the last term vanishes as δ → 0. What remains is φ_i⟨E·E⟩_i. ∎

The physical content is clearest in the energy form. Setting ε′ = ε in Lemma 2's proof gives

ε_eff E0² = ⟨εE·E⟩.

Formal differentiation produces ⟨χ_i E·E⟩ + 2⟨εE·∂_iE⟩. The second term is zero by Lemma 1, because ∂_iE is the gradient of a periodic function. The field does respond, but its response does no work against the existing displacement.

**4. Consequences**

**Energy shares.** Splitting the energy form by phase gives

Σ_i ε_i S_i = ε_eff.

For real positive permittivities, ε_iS_i/ε_eff is therefore the fraction of the electrostatic energy stored in phase i.

**Finite changes.** Let the permittivities be real and positive. The identity in Lemma 3's proof reads δ⟨χ_i E·F⟩ = −⟨ε′F²⟩. Inserting it in the difference formula,

ε_eff(δ) − ε_eff(0) = δ S_i − ⟨ε′F²⟩/E0².

The last term is never positive, whichever the sign of δ. The linear estimate is thus an upper bound on the signed change: unless the field stays unchanged, it overstates a rise and understates the size of a fall.

For the curvature, let G = ∂_iE. Differentiating div(εE) = 0 gives div(χ_iE + εG) = 0, and Lemma 1 with the gradient field G gives ⟨χ_iE·G⟩ = −⟨εG²⟩. Hence

∂²ε_eff/∂ε_i² = 2⟨χ_iE·G⟩/E0² = −2⟨εG²⟩/E0² ≤ 0.

**Lossy phases.** With time dependence exp(−iωt), loss means Im ε > 0. Taking v = u* in Lemma 1,

⟨εE·E*⟩ = ⟨εE⟩·E0 − ⟨εE·∇u*⟩ = ε_eff E0².

The imaginary part is

Im ε_eff = Σ_i φ_i Im ε_i ⟨|E|²⟩_i / E0².

So |E|² governs the dissipated power and E·E the sensitivity. They differ when parts of the field are out of phase with E0.

**Limiting cases.** For layers parallel to the field, E = E0 everywhere and S_i = φ_i: the volume rule is then correct. For layers perpendicular to it, D is uniform, so E_i = ε_eff E0/ε_i with 1/ε_eff = Σφ_i/ε_i. The theorem gives S_i = φ_i ε_eff²/ε_i², which is also the direct derivative of that series formula.

**A numerical test in a disordered cell.** A periodic cell of 10×10×10 cubes was filled at random with permittivities 1.0, 2.8 and 4.5, the cubes being paired along the field so that the arrangement is anisotropic. Each permittivity was shifted by ±0.001 and the field solved again by finite elements, with one trilinear element per cube. This mesh is coarse: the numbers below belong to the discretized problem and are not converged values for the cell. Refinement lowers the effective permittivity and raises the slope of the first phase noticeably. What is tested is the equality of slope and field average, which holds on any such mesh because the orthogonality of Lemma 1 carries over to the discrete equations. The slopes of the mean flux were 0.319646, 0.522699 and 0.181147. The values of φ_i⟨E²⟩_i/E0² from the unshifted field agree in all printed digits. The energy sum is

1.0×0.3196 + 2.8×0.5227 + 4.5×0.1811 = 2.598,

which is the effective permittivity found from the flux. All three curvatures are negative, the largest in size being −0.029.

With permittivities 1.0, 2.8+0.9i and 4.5+2.0i, the slope for the third phase is 0.1790−0.0060i. The unconjugated average reproduces it, whereas the average of |E|² gives 0.1795 and has no imaginary part. The loss formula gives 0.9×0.52528 + 2.0×0.17945 = 0.8317, the imaginary part of the computed effective permittivity.

**5. A solvable composite: layered spheres**

Take a ball with concentric layers and prescribe the potential −E0 r cosθ on its surface. In each layer let the potential be −(A r + B/r²) cosθ, with B = 0 in the core to keep it finite. Then

E_r = (A − 2B/r³) cosθ,  E_θ = −(A + B/r³) sinθ.

Continuity of potential and of normal displacement require that A + B/r³ and ε(A − 2B/r³) be continuous. So is their ratio

e(r) = ε (A − 2B/r³)/(A + B/r³),

the permittivity of a uniform ball that would act identically on its surroundings. In the core e = ε_1.

Consider a layer of permittivity ε between radii p and q, and let e_p be the value of e at p. Then

ε(A − 2B/p³) = e_p(A + B/p³),

(ε − e_p) A = (2ε + e_p) B/p³,

B = −β p³ A,  β = (e_p − ε)/(e_p + 2ε).

Substitution at r = q, with f = p³/q³, gives

e_q = ε (1 + 2fβ)/(1 − fβ).

Repeating this outward gives e at the surface r = c. There A + B/c³ = E0, and a uniform medium of permittivity ε_eff = e(c) carrying the uniform field E0 fits the ball without disturbance. Scaled copies of the ball can therefore be placed in that medium until they fill it, leaving its permittivity unchanged. Filling space needs balls of all sizes down to zero, and every core stays isolated, so for a film with pores of one size, or with connected pores, the assemblage is an idealization. The theorem applies to a single ball as well, since changes of its potential vanish on the surface.

**Layer averages.** Put b = B/r³. Over a sphere, cos²θ averages to 1/3 and sin²θ to 2/3. The angular average of E² is

[(A − 2b)² + 2(A + b)²]/3 = A² + 2b²,

the terms linear in b cancelling. The volume average of 1/r⁶ over the layer is

[(p⁻³ − q⁻³)/3] / [(q³ − p³)/3] = 1/(p³q³).

Therefore

⟨E²⟩ = A² + 2B²/(p³q³).

The field component along E0 has angular average [(A − 2b) + 2(A + b)]/3 = A, so A is the mean field of the layer. The second term in ⟨E²⟩ is the field's variance, which squaring the mean field would lose.

**Dilute limit.** For a small fraction f of spheres of permittivity e_p in a host ε, expansion gives ε_eff ≈ ε(1 + 3fβ). Since dβ/de_p = 3ε/(e_p + 2ε)²,

∂ε_eff/∂e_p ≈ f [3ε/(e_p + 2ε)]².

The bracket is the field inside an isolated sphere divided by E0, as the theorem requires. For an empty pore in a solid of 2.8 it is 8.4/6.6 = 1.27. As e_p grows without limit the sphere expels the field and the sensitivity goes to zero.

**6. Worked example: damage in a porous low-k film**

The inputs are rough typical values for porous organosilicate glass (SiCOH): solid permittivity 2.8, pore radius 1 nm, porosity 25 % and mean field 1 MV/cm. The ball has c³ = 1/0.25 = 4 nm³, so c = 1.587 nm. Plasma processing is modelled by raising the permittivity of a 0.2 nm shell around each pore from 2.8 to 4.5. The shell has q³ = 1.2³ = 1.728 nm³ and fraction 0.728/4 = 0.182.

**Before damage.** Shell and solid are the same material, so β = (1 − 2.8)/(1 + 5.6) = −0.2727 and fβ = −0.0682. Then

ε_eff = 2.8 × (1 − 0.1364)/(1 + 0.0682) = 2.264.

In the solid A = 1/1.0682 = 0.9362 and B = 0.2553 nm³, both for E0 = 1. The pore field is their sum at r = 1 nm, 1.191. Hence

S_pore = 0.25 × 1.191² = 0.355,

⟨E²⟩_shell = 0.9362² + 2×0.2553²/1.728 = 0.952,

S_shell = 0.182 × 0.952 = 0.173.

The squared mean field in the shell is 0.876, about 8 % below the mean square.

**After damage.** Matching all three layers gives A = 0.9693 and B = 0.1228 nm³ in the outer solid, so

ε_eff = 2.8 × (0.9693 − 2×0.1228/4) = 2.542.

The rise is 0.278, about 12 % of the original permittivity. The linear estimate is 0.17324 × 1.7 = 0.2945, about 6 % above the full change. The final sensitivity, 0.1555, would give 0.264. The full change lies between the two because the slope falls steadily along the way; integrating it from 2.8 to 4.5 reproduces 0.278.

The shell's energy share rises from 21 % to 28 % although its rms field falls from 0.976 to 0.924 MV/cm: the larger permittivity outweighs the weaker field. The rms field in the pore is 1.17 MV/cm. The same value is the peak in the shell, reached at the pore's equator, where the field is tangential and hence continuous.

**7. The real film and the limits of the model**

A film permittivity between 2 and 3 is the expected range for this class of material. The sharp pore wall is a strong assumption: on the atomic scale its position is uncertain by at least 0.1 nm, which is less than a bond length. Moving the wall outward or inward by 0.1 nm, with the shell's outer radius and the cell size held fixed, changes the porosity to 33 % or 18 % and the permittivity from 2.54 to 2.25 or 2.78. That is comparable with the damage effect, so the absolute permittivity is uncertain by about 0.3. The rise caused by damage is uncertain too, because the same shift makes the damaged shell 0.1 or 0.3 nm thick instead of 0.2 nm. The further digits in Section 6 serve only to check the arithmetic. In real films much of the rise comes from water taken up on pore walls that the plasma has made hydrophilic; the shell value 4.5 is an assumed stand-in for all such changes. Real plasma damage also enters from exposed surfaces, whereas the model damages every pore; its result describes a fully damaged region, not a partly damaged film.

For the permittivity itself, pore arrangement matters somewhat less as long as the film is isotropic, and the model value 2.54 lies near the top of the allowed range. The sensitivities depend on arrangement much more. For the undamaged film with the roles reversed, solid cores inside empty coatings, Section 5 gives β = 0.375, f = 0.75 and ε_eff = 2.174. Then S_solid = 0.75 × (0.625/0.7188)² = 0.567 and S_pore = 2.174 − 2.8 × 0.567 = 0.586, instead of 0.355. The Hashin–Shtrikman bounds, quoted here without proof, confine any isotropic composite with these fractions and permittivities to 2.35–2.55. Anisotropic arrangements can lie outside this range: for layers, the formulas of Section 4 give 2.03 with the field across them and 2.66 with the field along them. The cell diameter is 6 % of a 50 nm film thickness, so electrode layers need not be negligible. The theorem still holds for such a film if ε_eff is defined by its own capacitance.

The remaining estimates also use rough inputs:

- Warming by 80 K, with solid permittivities rising by a fraction 10⁻⁴ of their value per kelvin, adds 0.018. This follows from the sensitivities: 0.008 × (0.1555×4.5 + 0.5361×2.8).
- A leakage of 10⁻⁹ A/cm² at the mean field gives a relaxation time of a few minutes if the film is treated as uniform. The field settles as charge collects at the interfaces, at a rate set by the conductivities on either side. Insulating pores in a uniformly conducting solid leave the time about the same, but an interface between two poor conductors, such as an empty pore lined by a poorly conducting shell, can take far longer. Once it has settled under a steady bias, conductivities set the field. If conduction is linear and every phase has a positive conductivity, the theorem then applies to the effective conductivity, because div(σE) = 0 has the same form.
- Poole–Frenkel emission at 378 K, with optical permittivity 2.0, would be about 4 times faster in a uniform field of the peak strength than in the mean field. This overestimates the effect of the local peak: the barrier lowering at the mean field is 0.54 eV, which puts the barrier top 0.54 V/(2 × 0.1 V/nm) ≈ 2.7 nm from the trap, farther than the peak field extends.
- The peak field is about 20 % of an assumed breakdown field of 6 MV/cm. The voltage across a pore is 0.23 V, far below the roughly 10 V needed to ionize a gas. Even at the peak field the Fowler–Nordheim tunnelling exponent is about 200 for a 3 eV barrier and an effective mass of 0.5 electron masses, so this current is negligible.
- A third-order susceptibility of 10⁻²¹ m²/V² changes the solid's differential permittivity ∂D/∂E along the field by 4×10⁻⁵ at the peak field. The phase across one cell at 10 GHz is 10⁻⁶ rad. A linear permittivity and the quasi-static limit are safe for these inputs; linear conduction is a separate assumption.

**Remark on normalization.** E0 is the mean field inside the composite. For a slab with its field along the normal, the field in an adjacent empty gap is E_gap = ε_eff E0. Dividing by E_gap² instead gives

φ_i⟨E·E⟩_i/E_gap² = S_i/ε_eff² = −∂(1/ε_eff)/∂ε_i,

which is the rate at which the inverse permittivity falls as ε_i rises. For the damaged film the two normalizations differ by a factor 2.54² ≈ 6.5.

**Remark on geometry.** The derivative is taken at fixed φ_i and fixed shapes. If a phase swells, shrinks or moves as its permittivity changes, the geometric contribution must be added. The wall-shift figures above show that it can be as large as the permittivity effect itself. The full set of computed values is in the numerical output below.

Calculated quantities

```
RANDOM PERIODIC CELL, permittivities 1.0, 2.8, 4.5 (no unit)
effective permittivity along the field: 2.59837
phase 1: fraction 0.276, slope 0.319646, phi<E^2>/E0^2 0.319646, curvature -0.02942
phase 2: fraction 0.516, slope 0.522699, phi<E^2>/E0^2 0.522699, curvature -0.02134
phase 3: fraction 0.208, slope 0.181147, phi<E^2>/E0^2 0.181147, curvature -0.00913
SAME CELL WITH LOSS, permittivities 1.0, 2.8+0.9i, 4.5+2.0i
effective permittivity: 2.60188+0.83165j
phase 1: slope 0.32246+0.01165j, phi<E.E> 0.32246+0.01165j, phi<|E|^2> 0.32357
phase 2: slope 0.52406+0.00614j, phi<E.E> 0.52406+0.00614j, phi<|E|^2> 0.52528
phase 3: slope 0.17903-0.00598j, phi<E.E> 0.17903-0.00598j, phi<|E|^2> 0.17945
POROUS LOW-K FILM (rough typical inputs)
pore radius 1.0 nm, shell 0.2 nm, cell radius 1.5874 nm, mean field 1.0 MV/cm
permittivities: pore 1.0, solid 2.8, damaged shell 4.5
fractions pore, shell, solid: [0.25  0.182 0.568]
before damage: effective permittivity 2.26383
  pore: A 1.19149, B 0.00000 nm^3, <E^2>/E0^2 1.41965, sensitivity 0.35491
    rms 1.1915 MV/cm, peak 1.1915 MV/cm, energy share 0.1568
  shell: A 0.93617, B 0.25532 nm^3, <E^2>/E0^2 0.95186, sensitivity 0.17324
    rms 0.9756 MV/cm, peak 1.1915 MV/cm, energy share 0.2143
  solid: A 0.93617, B 0.25532 nm^3, <E^2>/E0^2 0.89528, sensitivity 0.50852
    rms 0.9462 MV/cm, peak 1.0839 MV/cm, energy share 0.6290
after damage: effective permittivity 2.54210
  pore: A 1.16794, B 0.00000 nm^3, <E^2>/E0^2 1.36407, sensitivity 0.34102
    rms 1.1679 MV/cm, peak 1.1679 MV/cm, energy share 0.1341
  shell: A 0.86514, B 0.30280 nm^3, <E^2>/E0^2 0.85458, sensitivity 0.15553
    rms 0.9244 MV/cm, peak 1.1679 MV/cm, energy share 0.2753
  solid: A 0.96930, B 0.12281 nm^3, <E^2>/E0^2 0.94390, sensitivity 0.53614
    rms 0.9715 MV/cm, peak 1.0404 MV/cm, energy share 0.5905
damage rise: first order 0.29451, full 0.27827, integrated sensitivity 0.27827
NEGLECTED EFFECTS, damaged film (rough inputs)
arrangement: isotropic bounds on permittivity 2.3541 to 2.5451
pore wall moved out/in by 0.1 nm: permittivity 2.2528 / 2.7840
cell diameter / film thickness of 50 nm: 0.0635
warming by 80 K at 1e-04 per K in the solids: permittivity change 0.01761
leakage 1e-09 A/cm^2: relaxation time 225.1 s, loss tangent at 1 GHz 7.07e-13
Poole-Frenkel lowering (optical permittivity 2.0): mean field 0.537 eV, peak 0.580 eV
emission rate ratio, peak to mean field, at 378 K: 3.78
Fowler-Nordheim exponent at peak field (3.0 eV, mass 0.5): 214.9
peak field in solids / breakdown field of 6.0 MV/cm: 0.195
voltage across a pore: 0.234 V (gas ionization needs roughly 10 V)
nonlinearity, chi3 1e-21 m^2/V^2: solid permittivity change at peak 4.1e-05
retardation, phase across one cell at 10 GHz: 1.1e-06 rad
```
